# Why Nitric-Oxide Titration of Nitrogen Atoms Has a Dark End Point

A nitridation step set by discharge power and nitrogen flow alone has an unknown supply of nitrogen atoms. Most of the N₂ passes through undissociated, and some of the atoms formed are lost on the way to the wafer. Adding nitric oxide (NO) downstream of the discharge turns this unknown into a flow-meter reading: the afterglow nearly vanishes when the NO flow equals the flow of N atoms. The reading misleads if it is assigned to the wrong place in the tube, or if the light is viewed before the reaction has finished.

## One reaction counts, three glows report

The counting reaction is

$$\mathrm{N+NO\rightarrow N_2+O}.$$

Each NO molecule removes one N atom and leaves one O atom. Three combinations of the species present give the strong afterglows:

- N with N forms excited N₂, which glows yellow.
- N with O forms excited NO, which glows blue and in the ultraviolet.
- O with NO forms excited NO₂, which glows green.

Every one of these needs N or NO. If both are used up, the gas is dark although it is full of O atoms, because the O atoms have no partner for a strong glow. The weak light from O meeting O is neglected here, as is stray light from the discharge.

Let $F_N$ be the N-atom flow arriving at the NO port and $F_{NO}$ the added flow, with $r=F_{NO}/F_N$. Both are particle flows: one sccm of atoms means as many particles per minute as one sccm of gas. A flow is density times gas speed times tube area. The two species share speed and area, so $r$ is also the ratio of their densities just after mixing. Dilution by the added gas lowers both densities by the same factor and leaves $r$ unchanged.

## Why the flows must be equal

Assume plug flow, rapid mixing and no other important reaction. Let $n$ be the N density at the port, $k$ the rate constant and $t$ the time since mixing. Then

$$\frac{d[\mathrm N]}{dt}=\frac{d[\mathrm{NO}]}{dt}=-k[\mathrm N][\mathrm{NO}],\qquad \frac{d[\mathrm O]}{dt}=+k[\mathrm N][\mathrm{NO}].$$

Subtracting the first two rates gives zero, so the difference keeps its starting value:

$$D=[\mathrm N]-[\mathrm{NO}]=n(1-r).$$

Adding the rates of N and O also gives zero. Since no O was present at the start, $[\mathrm O]=n-[\mathrm N]$.

To find how fast the scarcer species disappears, divide each rate by its own density and subtract:

$$\frac{d}{dt}\ln\frac{[\mathrm{NO}]}{[\mathrm N]}=-k[\mathrm N]+k[\mathrm{NO}]=-kD.$$

The ratio starts at $r$, so $[\mathrm{NO}]=r e^{-kDt}[\mathrm N]$. Inserting this in $[\mathrm N]-[\mathrm{NO}]=D$ gives

$$[\mathrm N]=\frac{D}{1-r e^{-kDt}}.$$

At $r=1$ this reads zero over zero, so that case is solved directly. With $[\mathrm N]=[\mathrm{NO}]$, the rate equation is $d[\mathrm N]/dt=-k[\mathrm N]^2$. Hence $1/[\mathrm N]=1/n+kt$, or

$$[\mathrm N]=[\mathrm{NO}]=\frac{n}{1+K},\qquad K=knt.$$

The number $K$ measures how complete the titration is. When $K|1-r|$ is large, there are two cases:

- For $r<1$, $D$ is positive and the exponential dies out. Then $[\mathrm N]=n(1-r)$, $[\mathrm{NO}]=0$ and $[\mathrm O]=rn$.
- For $r>1$, $D$ is negative and the exponential grows. Then $[\mathrm N]=0$, $[\mathrm{NO}]=-D=n(r-1)$ and $[\mathrm O]=n$.

At fixed pressure the influence of the surrounding gas can be absorbed in constant weights $y$, $b$ and $g$ for the yellow, blue and green light:

$$I=y[\mathrm N]^2+b[\mathrm N][\mathrm O]+g[\mathrm O][\mathrm{NO}].$$

Inserting the two cases gives

$$\frac{I}{n^2}=\begin{cases}(1-r)\,[\,y(1-r)+br\,], & r<1,\\ g(r-1), & r>1.\end{cases}$$

The square bracket is positive, so in this limit the light vanishes only at $r=1$. Below equality N is left over; above it NO is left over. The blue part, $br(1-r)$, is largest at $r=1/2$, where half the N atoms have been turned into their own partners.

## How dark, and how far from equality

At finite $K$ a little N and NO survive together, so the end point is a minimum, not complete darkness. To locate it, write $r=1+z/K$ with $z$ of order one. Then $D=-nz/K$ and $kDt=-z$. To leading order in $1/K$, the factor $r$ in front of the exponential may be set to one:

$$[\mathrm N]\approx\frac{-nz/K}{1-e^{z}}=\frac nK h(z),\qquad h(z)=\frac{z}{e^z-1}.$$

From $[\mathrm{NO}]=[\mathrm N]-D$ follows $[\mathrm{NO}]\approx(n/K)(h+z)$, while $[\mathrm O]\approx n$. The yellow term is of order $1/K^2$ and drops out, leaving

$$\frac{I}{n^2}\approx\frac{b\,h(z)+g\,[h(z)+z]}{K}.$$

Setting the derivative with respect to $z$ to zero gives

$$h'(z)=-\frac{g}{b+g}.$$

This is a minimum because $h$ curves upward. Differentiating twice gives

$$h''=\frac{e^z q(z)}{(e^z-1)^3},\qquad q=(z-2)e^z+z+2.$$

Here $q(0)=q'(0)=0$ and $q''=ze^z$. So $q'$ has its lowest value, zero, at $z=0$, and $q$ has the sign of $z$. The denominator has the same sign, which makes $h''$ positive for $z\neq0$. Near $z=0$, $q\approx z^3/6$ and the denominator is about $z^3$, so $h''(0)=1/6$, also positive.

For small $z$, $h\approx1-z/2$, so equal blue and green weights give $z=0$ and no shift at this order. If green is the stronger, the minimum moves to $r<1$, since a trace of NO then costs more light than a trace of N. If blue is the stronger, it moves the other way. Both the shift and the remaining light fall as $1/K$.

A detector that sees green alone has no such minimum. Its signal rises from nearly zero as NO comes into excess, and the end point must be read from that rise.

## A flow tube in numbers

Take 1000 sccm of gas at 2 Torr and 300 K in a tube of 1.25 cm radius, carrying 5.00 sccm of N atoms, or $2.24\times10^{18}$ atoms/s. The light is viewed 40 cm beyond the port. The N density at the port is

$$n=\frac{5}{1000}\times6.438\times10^{16}=3.22\times10^{14}\ \mathrm{cm^{-3}}.$$

The gas moves at 1417 cm/s, so $t=40/1417\ \mathrm s=28.2$ ms. With the rough value $k=3\times10^{-11}\ \mathrm{cm^3/s}$, $1/(kn)$ is 0.104 ms and $K\approx273$.

Choose round weights $y=b=1$ and $g=5$, and measure light relative to the glow without NO. Half the required NO leaves 0.50 of the light, and nine tenths leaves 0.10. A 10 % excess brings it back to 0.50, now green.

For these weights $h'(z)=-5/6$, which gives $z=-2.37$. The predicted minimum is at

$$r=1-\frac{2.37}{273}=0.991,$$

with 0.014 of the original light. Direct integration of the rate equations gives the same two values to these digits. The NO reading is 4.96 sccm, about 0.9 % below the true N flow. Reversing the weights to $b=5$, $g=1$ moves the minimum to 1.009.

A fuller scheme adds atom recombination, formation and loss of NO₂, wall loss and dilution. It puts the minimum at 0.989, or 4.95 sccm. With these rough rate constants and instant mixing, the added processes move the reading by only about 0.2 % of the N flow.

## What can spoil the count

**Viewing too early.** One centimetre beyond the port, $K$ is only 6.8. Even with perfect mixing, the minimum lies at $r=0.73$ and still has 0.43 of the original light. A shallow minimum is therefore a warning that the reading may be far from the N flow.

The same happens at low density. At fixed gas flow, N-atom flow, temperature and tube, both $n$ and $t$ are proportional to pressure, so $K$ varies as pressure squared. Halving the pressure to 1 Torr makes the leading-order shift four times larger, about 3.5 %. Reducing the N flow tenfold at 2 Torr makes it about 9 %.

**A second fast sink for NO.** The one-to-one count requires that the product O does not consume NO quickly. Suppose it did, with the same rate constant $k$ and an inert product. Dividing the rate of O by the rate of N gives

$$\frac{d[\mathrm O]}{d[\mathrm N]}=-1+\frac{[\mathrm O]}{[\mathrm N]}.$$

Put $[\mathrm O]=w[\mathrm N]$. The equation becomes $[\mathrm N]\,dw/d[\mathrm N]=-1$, so $w=-\ln x$ with $x=[\mathrm N]/n$, and $[\mathrm O]=-nx\ln x$. The NO consumed is one per N removed, $n(1-x)$, plus one per O removed, $n(1-x)-[\mathrm O]$. In total this is

$$n\,[\,2(1-x)+x\ln x\,].$$

For equal flows all the NO is consumed when this equals $n$, which gives $x=0.318$. Nearly a third of the N atoms would remain, and removing them all would take twice the N flow. Integration of this hypothetical scheme gives the same remainder. The real gas escapes this for two reasons: O combines with NO slowly at these pressures, and the product NO₂ is not inert, since it returns NO on meeting another O atom. With that return, a fast O + NO step would mainly destroy the O atoms and weaken the green rise, rather than spoil the one-to-one count.

**Loss before the port.** The result is the N flow at the port, not at the discharge. With a rough wall-loss probability of $10^{-4}$ per collision, the loss rate is 2.69 s⁻¹, and 96.3 % of the atoms survive 20 cm of tube. Counting wall loss alone, the 5.00 sccm at the port then began as 5.19 sccm; recombination in the gas raises this to about 5.21 sccm. If the probability were ten times larger, the exponent would grow almost tenfold, slightly less because atoms must first diffuse to the wall, and only about 70 % would survive.

**Slow mixing and heating.** The slowest sideways mixing time is about 4 ms with a rough diffusion coefficient for N atoms, and about 6 ms for the slower NO. Both are much longer than $1/(kn)$, so mixing sets the pace near the port. In plug flow this unevenness has fallen to between about 0.09 % and 0.8 % of its starting size by the viewing point. Slow mixing can still matter at the level of a per cent or two, depending on how the NO is injected: it delays the reaction, and N atoms waiting for NO can be lost at the wall. In this example both effects would lower the reading somewhat further. The reaction could warm the gas by 55 K if all its energy became heat and none reached the wall. That would change $K$ and the light weights, but not the one-to-one count.

## Use in a nitridation reactor

The example has the rough pressure and flow scale of remote-plasma nitridation of silicon dioxide. Its N fraction, 0.5 % of the gas particles, is a chosen value; the real fraction depends on the source and the walls. The count also assumes a long, well-mixed tube. In a short or wide chamber the viewing distance may be too small, and the 1 cm case shows an error of 27 % of the N flow from incomplete reaction alone.

Where the mixing length is sufficient, a sound measurement goes as follows:

1. Put the NO port as close as possible to the place where the atom flow is wanted, leaving enough length beyond it for mixing and reaction.
2. Raise the NO flow through the minimum until the green glow is well established, and record the light on both sides.
3. Extend the green branch down to zero light as a second reading, using points just past the minimum. In the ideal model the branch is straight and gives $r=1.000$. In the fuller scheme it bends down, mainly because excess NO destroys O atoms by way of NO₂, so the reading depends on the range fitted. A line through $r=1.05$ to 1.2 gives 0.997, better than the minimum, while a line through $r=1.1$ to 1.5 gives 0.990.
4. Repeat with a viewing point farther downstream. If incomplete reaction is the main error, the minimum should deepen and move towards equality.
5. Calibrate the NO flow meter, and count only the NO in a diluted supply. A relative error in the NO flow passes unchanged into the N flow.

Titration replaces the N atoms by O atoms, so the gas beyond the port is no longer the process gas. Measure without a product wafer in place, then shut off and purge the NO before nitriding. The numerical output lists the main values used here.

## Values computed for the example and the checks

```
pressure 2.0 Torr, temperature 300 K
gas flow 1000 sccm, N-atom flow 5.00 sccm
tube radius 1.25 cm, port to viewing point 40 cm
1 sccm = 4.478e+17 particles/s
N-atom flow = 2.239e+18 atoms/s
gas density = 6.438e+16 cm^-3
N density at port = 3.219e+14 cm^-3
gas speed = 1417 cm/s, time to viewing = 28.2 ms
titration rate constant (rough) = 3.0e-11 cm^3/s
1/(k n) = 0.104 ms, K = 272.6
light weights yellow, blue, green = 1.0 1.0 5.0
ideal chemistry: ratio | N O NO (of n) | yellow blue green total
  0.0 | 1.0000 0.0000 0.0000 1.0000 0.0000 0.0000 1.0000
  0.5 | 0.5000 0.5000 0.0000 0.2500 0.2500 0.0000 0.5000
  0.9 | 0.1000 0.9000 0.0000 0.0100 0.0900 0.0000 0.1000
  1.0 | 0.0037 0.9963 0.0037 0.0000 0.0036 0.0182 0.0219
  1.1 | 0.0000 1.0000 0.1000 0.0000 0.0000 0.5000 0.5000
  1.5 | 0.0000 1.0000 0.5000 0.0000 0.0000 2.5000 2.5000
blue part peaks at ratio 0.500
green/blue weight | z | predicted ratio | integrated ratio
  0.2 | 2.368 | 1.0087 | 1.0086
  1.0 | -0.000 | 1.0000 | 1.0000
  5.0 | -2.368 | 0.9913 | 0.9914
example: z = -2.368, predicted light 0.0141
ideal minimum: ratio 0.9914, light 0.0140
ideal minimum: NO flow = 4.957 sccm
full chemistry minimum: ratio 0.9893, light 0.0127
full chemistry minimum: NO flow = 4.946 sccm
green line to zero: ideal 1.0000, full 0.9903
viewing at 1 cm: K = 6.81, minimum ratio 0.726, light 0.428
fast rival O+NO, equal flows: N left = 0.3178 (formula 0.3178)
wall loss probability (rough) = 1e-04
wall loss rate of N = 2.69 1/s
N surviving 20 cm before port = 96.3 %
N flow at discharge end = 5.19 sccm
diffusion coefficient (rough) = 114 cm^2/s
slowest mixing time = 4.0 ms, unmixed part 0.09 %
axial diffusion / flow = 0.20 %
energy release (rough) = 3.3 eV per reaction
heating if no heat reaches the wall = 55 K
pressure drop = 0.039 Torr
```
